# Ozone flux to a reactive wafer through a film with decay: test program

```python
"""
Ozone delivery through a stagnant liquid film to a reactive wafer.

Result under test: with D C'' = k C, C(0) = C0 and -D C'(h) = ks C(h),
    wafer flux  Jw = ks C0 / (cosh H + beta sinh H),
    H = h/lam,  lam = sqrt(D/k),  beta = ks lam/D,
and decay halves the wafer flux at the thickness h* = lam H*, where
    cosh H* + beta sinh H* = 2 (1 + beta H*).

Symbols (SI units): D diffusivity, k decay constant in the liquid,
ks surface rate constant, C0 concentration at the gas side,
h film thickness, z depth measured from the gas side.
The independent road is a finite-volume solution of the boundary-value
problem, which uses none of the closed formulas.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq


# ---------- closed formulas ----------
def groups(h, k, ks, D):
    lam = np.sqrt(D / k)
    return lam, h / lam, ks * lam / D


def profile(z, h, k, ks, D, C0):
    lam, H, beta = groups(h, k, ks, D)
    y = (h - z) / lam
    return C0 * (np.cosh(y) + beta * np.sinh(y)) / (
        np.cosh(H) + beta * np.sinh(H))


def wafer_flux(h, k, ks, D, C0):
    lam, H, beta = groups(h, k, ks, D)
    return ks * C0 / (np.cosh(H) + beta * np.sinh(H))


def entering_flux(h, k, ks, D, C0):
    lam, H, beta = groups(h, k, ks, D)
    return D * C0 / lam * (np.sinh(H) + beta * np.cosh(H)) / (
        np.cosh(H) + beta * np.sinh(H))


def flux_without_decay(h, ks, D, C0):
    return C0 / (1 / ks + h / D)


def threshold_H(beta):
    def excess(H):
        return (np.cosh(H) + beta * np.sinh(H)
                - 2 * (1 + beta * H)) / (1 + beta)
    return brentq(excess, 1.0, 3.0, xtol=1e-13)


# ---------- independent numerical solution ----------
def solve_film(h, k, ks, D, C0, n=2000):
    """Finite volumes; returns nodes, concentrations, wafer and entry flux."""
    dz = h / n
    bands = np.zeros((3, n))
    bands[0, 1:] = -D / dz
    bands[2, :-1] = -D / dz
    bands[1, :] = 2 * D / dz + k * dz
    bands[1, -1] = D / dz + k * dz / 2 + ks
    source = np.zeros(n)
    source[0] = D * C0 / dz
    c = np.concatenate(([C0], solve_banded((1, 1), bands, source)))
    entry = D * (c[0] - c[1]) / dz + k * C0 * dz / 2
    return np.linspace(0, h, n + 1), c, ks * c[-1], entry


def numerical_ratio(h, k, ks, D, C0):
    """Wafer flux with decay over wafer flux without decay."""
    return (solve_film(h, k, ks, D, C0)[2]
            / solve_film(h, 0.0, ks, D, C0)[2])


def numerical_threshold(k, ks, D, C0):
    lam = np.sqrt(D / k)
    return brentq(lambda h: numerical_ratio(h, k, ks, D, C0) - 0.5,
                  lam, 3 * lam, xtol=1e-9 * lam)


# ---------- round model parameters ----------
D, k, ks, C0 = 2e-9, 5.0, 2e-4, 0.5
lam = np.sqrt(D / k)
beta = ks * lam / D
H_star = threshold_H(beta)
h_star = H_star * lam
um = 1e-6

# ---------- profile, fluxes and loss balance ----------
for surface_rate in (5e-6, ks, 5e-3):
    for h in (5 * um, 20 * um, 100 * um):
        case = (h, k, surface_rate, D, C0)
        z, c, jw, j0 = solve_film(*case)
        assert np.max(np.abs(c - profile(z, *case))) < 1e-5 * C0
        assert abs(jw / wafer_flux(*case) - 1) < 1e-4
        assert abs(j0 / entering_flux(*case) - 1) < 1e-4
        no_decay = solve_film(h, 0.0, surface_rate, D, C0)[2]
        assert abs(no_decay / flux_without_decay(
            h, surface_rate, D, C0) - 1) < 1e-7
        loss = quad(lambda s: k * profile(s, *case), 0, h,
                    epsabs=0, epsrel=1e-10)[0]
        gap = entering_flux(*case) - wafer_flux(*case)
        assert abs(loss / gap - 1) < 1e-7

# ---------- threshold, its limits and the monotonic trends ----------
betas = np.array([1e-4, 0.3, 2.0, 10.0, 1e4])
H_numerical = np.array(
    [numerical_threshold(k, b * D / lam, D, C0) / lam for b in betas])
H_formula = np.array([threshold_H(b) for b in betas])
assert np.max(np.abs(H_numerical - H_formula)) < 1e-5
assert np.all(np.diff(H_numerical) > 0)
H_slow = np.arccosh(2.0)
H_fast = brentq(lambda H: np.sinh(H) - 2 * H, 1.0, 3.0)
assert abs(H_numerical[0] - H_slow) < 1e-3
assert abs(H_numerical[-1] - H_fast) < 1e-3
for b in betas:
    ratios = [numerical_ratio(H * lam, k, b * D / lam, D, C0)
              for H in np.linspace(0.2, 5, 13)]
    assert np.all(np.diff(ratios) < 0)

# ---------- thin film, thick film and fast surface ----------
H_thin = 0.1
thin_numerical = 1 / numerical_ratio(H_thin * lam, k, ks, D, C0) - 1
thin_formula = (H_thin**2 / 2 + beta * H_thin**3 / 6) / (1 + beta * H_thin)
assert abs(thin_numerical / thin_formula - 1) < 2e-3
H_thick = 6.0
thick_numerical = solve_film(H_thick * lam, k, ks, D, C0)[2]
thick_formula = 2 * ks * C0 * np.exp(-H_thick) / (1 + beta)
assert abs(thick_numerical / thick_formula - 1) < 1e-4
cap = D * C0 / (lam * np.sinh(H_star))
fast_numerical = solve_film(h_star, k, 1e4 * D / lam, D, C0)[2]
assert abs(fast_numerical / cap - 1) < 1e-3

# ---------- slow surface: much loss, little harm to delivery ----------
ks_slow, h_slow = 5e-6, 6 * um
_, _, jw_slow, j0_slow = solve_film(h_slow, k, ks_slow, D, C0)
share_slow = jw_slow / j0_slow
ratio_slow = numerical_ratio(h_slow, k, ks_slow, D, C0)
beta_slow, Hs = ks_slow * lam / D, h_slow / lam
share_formula = beta_slow / (np.sinh(Hs) + beta_slow * np.cosh(Hs))
assert abs(share_slow / share_formula - 1) < 1e-5
assert share_slow < 0.2 and ratio_slow > 0.9

# ---------- relaxation to the steady state ----------
biot = ks * h_star / D
mu = brentq(lambda m: m * np.cos(m) + biot * np.sin(m), np.pi / 2, np.pi)
rate = k + D * mu**2 / h_star**2
n = 1000
dz = h_star / n
volume = np.full(n, dz)
volume[-1] = dz / 2
diagonal = np.full(n, 2 * D / dz)
diagonal[-1] = D / dz + ks
diagonal = diagonal / volume + k
off = -D / dz / np.sqrt(volume[:-1] * volume[1:])
slowest = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                           select='i', select_range=(0, 0))[0]
assert abs(slowest / rate - 1) < 1e-5

# ---------- printed results ----------
print("Round model parameters")
print(f"diffusivity D = {D:.1e} m^2/s")
print(f"decay constant k = {k:.1f} 1/s")
print(f"surface rate constant ks = {ks:.1e} m/s")
print(f"gas-side concentration C0 = {C0:.2f} mol/m^3")
print(f"decay length lam = {lam/um:.2f} um")
print(f"surface number beta = {beta:.3f} (dimensionless)")
print(f"slow-surface limit of H* = {H_slow:.4f} (dimensionless)")
print(f"fast-surface limit of H* = {H_fast:.4f} (dimensionless)")
print(f"H* from formula = {H_star:.4f} (dimensionless)")
print(f"threshold h* from formula = {h_star/um:.2f} um")
h_num = numerical_threshold(k, ks, D, C0)
print(f"threshold h* from finite volumes = {h_num/um:.2f} um")
print("Fluxes in umol/(m^2 s); ratio = Jw/Jnd; share = Jw/J0")
for h in (5 * um, 20 * um, h_star, 60 * um, 100 * um):
    jw = wafer_flux(h, k, ks, D, C0)
    jn = flux_without_decay(h, ks, D, C0)
    j0 = entering_flux(h, k, ks, D, C0)
    print(f"h = {h/um:6.2f} um: Jw = {jw*1e6:7.3f}, Jnd = {jn*1e6:7.3f}, "
          f"J0 = {j0*1e6:7.3f}, ratio = {jw/jn:.4f}, share = {jw/j0:.4f}")
print(f"fast-surface flux cap at h* = {cap*1e6:.3f} umol/(m^2 s)")
print(f"transient root mu at h* = {mu:.4f} rad")
print(f"slowest relaxation rate at h* = {rate:.3f} 1/s")
print(f"relaxation time at h* = {1/rate:.4f} s")
print("Threshold for other decay constants, same D and ks")
for kk in (0.05, 0.5, 5.0, 50.0):
    length = np.sqrt(D / kk)
    b = ks * length / D
    Hk = threshold_H(b)
    print(f"k = {kk:5.2f} 1/s: lam = {length/um:7.2f} um, beta = {b:7.3f}, "
          f"H* = {Hk:.4f}, h* = {Hk*length/um:7.2f} um")
print(f"Slow surface: ks = {ks_slow:.1e} m/s, h = {h_slow/um:.1f} um, "
      f"beta = {beta_slow:.3f}")
print(f"slow surface: delivered share of absorbed ozone = {share_slow:.4f}")
print(f"slow surface: flux ratio Jw/Jnd = {ratio_slow:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Round model parameters
diffusivity D = 2.0e-09 m^2/s
decay constant k = 5.0 1/s
surface rate constant ks = 2.0e-04 m/s
gas-side concentration C0 = 0.50 mol/m^3
decay length lam = 20.00 um
surface number beta = 2.000 (dimensionless)
slow-surface limit of H* = 1.3170 (dimensionless)
fast-surface limit of H* = 2.1773 (dimensionless)
H* from formula = 1.8390 (dimensionless)
threshold h* from formula = 36.78 um
threshold h* from finite volumes = 36.78 um
Fluxes in umol/(m^2 s); ratio = Jw/Jnd; share = Jw/J0
h =   5.00 um: Jw =  65.077, Jnd =  66.667, J0 =  75.341, ratio = 0.9762, share = 0.8638
h =  20.00 um: Jw =  25.684, Jnd =  33.333, J0 =  54.724, ratio = 0.7705, share = 0.4693
h =  36.78 um: Jw =  10.688, Jnd =  21.376, J0 =  50.850, ratio = 0.5000, share = 0.2102
h =  60.00 um: Jw =   3.322, Jnd =  14.286, J0 =  50.083, ratio = 0.2325, share = 0.0663
h = 100.00 um: Jw =   0.449, Jnd =   9.091, J0 =  50.002, ratio = 0.0494, share = 0.0090
fast-surface flux cap at h* = 16.309 umol/(m^2 s)
transient root mu at h* = 2.5376 rad
slowest relaxation rate at h* = 14.520 1/s
relaxation time at h* = 0.0689 s
Threshold for other decay constants, same D and ks
k =  0.05 1/s: lam =  200.00 um, beta =  20.000, H* = 2.1295, h* =  425.89 um
k =  0.50 1/s: lam =   63.25 um, beta =   6.325, H* = 2.0391, h* =  128.96 um
k =  5.00 1/s: lam =   20.00 um, beta =   2.000, H* = 1.8390, h* =   36.78 um
k = 50.00 1/s: lam =    6.32 um, beta =   0.632, H* = 1.5792, h* =    9.99 um
Slow surface: ks = 5.0e-06 m/s, h = 6.0 um, beta = 0.050
slow surface: delivered share of absorbed ozone = 0.1401
slow surface: flux ratio Jw/Jnd = 0.9570
ALL CHECKS PASSED
```
